# The dipole moment of a unit cell is not the bulk polarization

The dipole moment of one unit cell, divided by the cell volume, depends on where the cell is cut, and so it cannot be the polarization of the bulk. For the neutral density $\rho(x)=\rho_0\sin(2\pi x/a)$, a cell that begins at $x_0$ has the dipole per volume

$$d(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\rho(x)\,dx=-\frac{\rho_0a}{2\pi}\cos\frac{2\pi x_0}{a}.$$

Moving the boundary by half a period reverses its sign, although no charge has moved. What the bulk does possess is a change of polarization, equal to the charge per area that flows through it, averaged over a cell. When the charges move while the boundary stays fixed,

$$\Delta P=\Delta d(x_0)+Q(x_0),$$

where $Q(x_0)$ is the charge per area that crossed the boundary towards $+x$. The cell dipole leaves out this second term.

Here $\rho$ is the charge density averaged over planes normal to $x$, and $a$ is its period. The algebra uses atomic units, so the electron has charge $-1$ and mass 1, and $\hbar=1$. The macroscopic electric field is zero unless stated otherwise.

## Why the belief tempts

Polarization is introduced as dipole moment per volume. For a crystal of neutral molecules with empty planes between them, the recipe "take one cell, compute its dipole, divide by its volume" works. Each molecule has a definite dipole, and a boundary drawn through the empty space between molecules cuts none of them. It is natural to apply the same recipe to any periodic density.

Neutrality seems to remove the remaining doubt. If the origin of $x$ is moved by $c$, the cell dipole changes by $-(c/a)\int\rho\,dx$, which vanishes for a neutral cell. This protects the result against a change of origin. It gives no protection against a change of boundary, which alters the piece of charge that is being integrated.

## The sinusoid, step by step

Write $g=2\pi/a$ and integrate by parts:

$$\frac{\rho_0}{a}\int_{x_0}^{x_0+a}x\sin gx\,dx=\frac{\rho_0}{a}\left[-\frac{x\cos gx}{g}\right]_{x_0}^{x_0+a}+\frac{\rho_0}{ag}\int_{x_0}^{x_0+a}\cos gx\,dx.$$

The last integral covers a full period and vanishes. In the bracket the cosine has the same value at both ends, so the bracket equals $-a\cos(gx_0)/g$. Dividing by $a$ gives the formula above.

Take $a=5$ Å and $\rho_0=0.012\ e/\text{Å}^3$. The amplitude is $0.012\times5/(2\pi)=0.00955\ e/\text{Å}^2$, or 15.30 µC/cm². The same density then gives

| boundary $x_0$ | cell dipole per volume (µC/cm²) |
|---|---|
| 0 | −15.30 |
| $a/8$ | −10.82 |
| $a/4$ | 0.00 |
| $3a/8$ | 10.82 |
| $a/2$ | 15.30 |

The density itself prefers neither direction. Since $\sin(\pi-gx)=\sin gx$, it is unchanged by reflection about $x=a/4$. The sign of $d$ comes from the cut.

## Averaging over boundaries does not help

For any periodic density, differentiating the integral with respect to its two limits gives

$$\frac{dd}{dx_0}=\frac{(x_0+a)\rho(x_0+a)-x_0\rho(x_0)}{a}=\rho(x_0).$$

The cell dipole is therefore insensitive to small shifts of the boundary where the density is zero. If the density vanishes throughout a gap, $d$ is constant there. If the molecules are neutral, the charge between any two gaps is zero, so every gap gives the same value. This is why the recipe works for separated neutral molecules.

One might hope to remove the ambiguity by averaging over all boundaries. Expand a neutral density in harmonics $\rho_Ge^{iGx}$ with $G\neq0$. For each of them, integration by parts gives

$$\frac1a\int_{x_0}^{x_0+a}x\,e^{iGx}dx=\frac1a\left[\frac{x\,e^{iGx}}{iG}\right]_{x_0}^{x_0+a}-\frac{1}{iGa}\int_{x_0}^{x_0+a}e^{iGx}dx=\frac{e^{iGx_0}}{iG},$$

because the last integral vanishes. The average of $e^{iGx_0}$ over a period of $x_0$ is zero. The averaged cell dipole is thus zero for every neutral periodic density, that of a polar crystal included, and carries no information.

Each value $d(x_0)$ does have a meaning. Cut a slab of $N$ whole cells out of the density, starting at $x_0$, without letting any charge rearrange. Moving a neutral cell by $ma$ leaves its dipole unchanged, so the slab has dipole $Na\,d(x_0)$ per area, and $d(x_0)$ per volume. Different cuts can make slabs with different surface charge. The cell dipole describes the bulk together with one artificial pair of surfaces.

## What a circuit measures

Let $j(x,t)$ be the charge current density along $x$, averaged over planes. Charge conservation reads $\partial_t\rho=-\partial_xj$, and Gauss's law reads $\partial_xE=4\pi\rho$. Together they give

$$\partial_x\left(j+\frac{1}{4\pi}\partial_tE\right)=0.$$

The sum in brackets is the same at every $x$, so it equals the current per area in the external circuit. Now average it across a film between two electrodes of the same metal, held at equal potential. The average of $E$ is zero at all times, and the circuit current equals the average of $j$. In a film much thicker than its surface layers, this is the cell average $\bar\jmath$ of the bulk. The bulk quantity is therefore

$$\Delta P=\int\bar\jmath\,dt.$$

To compare it with the cell dipole, keep $x_0$ fixed and use charge conservation:

$$\frac{\partial d}{\partial t}=-\frac1a\int_{x_0}^{x_0+a}x\,\partial_xj\,dx=-\frac1a\Big[x\,j\Big]_{x_0}^{x_0+a}+\frac1a\int_{x_0}^{x_0+a}j\,dx=-j(x_0,t)+\bar\jmath(t).$$

The current has period $a$, so the bracket is $a\,j(x_0,t)$. Integration over time gives $\Delta P=\Delta d(x_0)+Q(x_0)$ with $Q=\int j(x_0,t)\,dt$. The change of cell dipole is right for a boundary that no net charge has crossed.

## One density, three polarization changes

Charge conservation fixes $j$ only up to a term that is uniform in space, and $\bar\jmath$ contains that term. Even a complete record of $\rho(x,t)$ may therefore be insufficient. Let the sinusoid slide, $\rho=\rho_0\sin g(x-u)$, with $u$ changing in time. Three sets of classical carriers produce this same density:

- Negative carriers of density $\bar n-\rho$ slide over a fixed uniform positive background $\bar n$. Then $j=-\dot u(\bar n-\rho)$ and $\bar\jmath=-\bar n\dot u$.
- Positive carriers of density $\bar n+\rho$ slide over a fixed uniform negative background. Then $j=\dot u(\bar n+\rho)$ and $\bar\jmath=+\bar n\dot u$.
- Positive and negative carriers of densities $\bar n\pm\rho/2$ slide together. Then $j=\dot u\rho$ and $\bar\jmath=0$.

Take two mobile charges per cell of area 25 Å², so that $\bar n=2/(5\times25)=0.016\ e/\text{Å}^3$. Let the pattern move from $u=+0.8$ Å to $u=-0.8$ Å. The size of the change is $0.016\times1.6=0.0256\ e/\text{Å}^2$. The three cases give $\Delta P=+41.02$, $-41.02$ and $0$ µC/cm², while the charge density is the same at every instant.

## When no boundary gives the right change

Keep the first case, with negative carriers, and write $s=0.8$ Å. The change of cell dipole at a fixed boundary is

$$\Delta d=-\frac{\rho_0a}{2\pi}\big[\cos(gx_0+gs)-\cos(gx_0-gs)\big]=\frac{\rho_0a}{\pi}\sin(gx_0)\sin(gs).$$

The charge that crossed the boundary follows from $j=-\dot u(\bar n-\rho)$:

$$Q=\int_{-s}^{s}\big[\bar n-\rho_0\sin g(x_0-u)\big]du=2\bar ns-\frac{\rho_0a}{\pi}\sin(gx_0)\sin(gs).$$

The minus sign of the electron charge has been absorbed by exchanging the limits. Electrons moving towards $-x$ count as positive charge flow towards $+x$. The sum $\Delta d+Q$ is $2\bar ns$ for every $x_0$, as it must be. In µC/cm²:

| boundary | $\Delta d$ | $Q$ | sum |
|---|---|---|---|
| 0 | 0.00 | 41.02 | 41.02 |
| $a/4$ | 25.84 | 15.18 | 41.02 |
| $3a/4$ | −25.84 | 66.85 | 41.01 |

The last sum differs from the others by rounding. Choosing the boundary more cleverly does not help here. Since $|\sin gs|\le gs$, we have $|\Delta d|\le2\rho_0s$, which is smaller than $2\bar ns$ whenever $\rho_0<\bar n$. That condition means that the carrier density is positive everywhere, so electrons cross every boundary.

The opposite limit is a set of narrow lumps. Put the two electrons of each cell into a Gaussian of standard deviation 0.15 Å centred at $u$, with the same fixed background and the same motion. A boundary at $a/2$ lies in the gap between lumps, no electrons cross it, and $\Delta d=41.02$ µC/cm² is correct. A boundary at $x_0=0$ is crossed by whole lumps. It gives $-87.16$ µC/cm², which is too low by the charge of two electrons per cell area, 128.17 µC/cm².

## Electrons in a filled band

Electrons in a solid are not classical carriers, and it has to be shown which current they carry. Consider independent electrons in a periodic potential $V(x-vt)$ that slides at a small constant speed $v$. Try

$$\psi(x,t)=e^{i(vx-v^2t/2)}\,\phi(y,t),\qquad y=x-vt.$$

Leaving out the common phase factor, the two sides of the Schrödinger equation contain

$$i\partial_t\psi\to\tfrac12v^2\phi-iv\,\partial_y\phi+i\partial_t\phi,\qquad-\tfrac12\partial_x^2\psi\to\tfrac12v^2\phi-iv\,\partial_y\phi-\tfrac12\partial_y^2\phi.$$

The first two terms agree, so $\phi$ obeys the equation for the potential at rest, $i\partial_t\phi=-\frac12\partial_y^2\phi+V(y)\phi$. Its solutions are the usual Bloch states $\phi_k$. The particle current of one electron is

$$\operatorname{Im}(\psi^*\partial_x\psi)=v|\phi_k|^2+\operatorname{Im}(\phi_k^*\partial_y\phi_k).$$

In a full band each $k$ is accompanied by $-k$. Because $V$ is real, $\phi_{-k}$ can be chosen as $\phi_k^*$, and the second terms cancel in pairs. The total particle current is $v\,n(x-vt)$, where $n$ is the electron density. The electrons move with the potential like the negative carriers above, and $\Delta P=-\bar n\,\Delta u$.

The band must also stay full while the potential is set in motion. In the moving frame, a gentle acceleration acts as a weak uniform force that shifts every $k$ equally. A full band is mapped onto itself, provided that the motion is too slow to excite electrons across the gap. A partly filled band is not mapped onto itself, so the result holds for insulators.

As an example, take strictly one-dimensional chains, one per 25 Å² of area, with $V=-V_0\cos g(x-u)$, $V_0=6$ eV and two electrons per cell in the lowest band. The gap of such a chain is 5.66 eV. If the electrons could also move freely across the chains, the same filling would have no gap and the band would not be full in the sense used above. The density is far from a single sinusoid: it is 2.73 times its mean at the bottom of the well and 0.043 times its mean at the top of the barrier. For the same motion, a boundary at $x_0=0$ gives $\Delta d=-51.20$ µC/cm², and one at $a/2$ gives $+37.26$ µC/cm². The second value is close to the true one because that boundary stays near the barrier top during the motion, where the electron density is low, so little charge crosses it. It still misses about 3.75 µC/cm².

Samples with real surfaces provide an independent test. Chains of five and nine such cells were solved directly, with hard walls at the positions of the barrier tops for $u=0$, and the change of their total dipole was computed for the same motion. The difference between the two chains removes the end effects and leaves the contribution of four bulk cells. It gives $\Delta P=41.02$ µC/cm². The placement of the walls matters. With walls at the well positions for $u=0$, the gap above the filled levels nearly closes during the motion, and filling the lowest levels at start and end gives $-87.16$ µC/cm², lower by the charge of two electrons per cell area.

If the potential slides by a whole period, the density returns to its initial form and $\Delta d=0$ for every boundary. Yet two electrons per cell have passed, which is 128.17 µC/cm². The initial and final densities therefore fix $\Delta P$ in this model only up to multiples of that amount, and the path decides between them. The value $-87.16$ µC/cm² found for the lumps is the correct change for another path, on which the pattern moves by $+3.4$ Å instead of $-1.6$ Å and reaches an equivalent end state.

## Beside a ferroelectric hafnia capacitor

The cell size and the switched charge, some tens of µC/cm², are in the rough regime of ferroelectric hafnia films. The charge density is not. In hafnia the switching involves displaced ions as well as electrons, and a cell holds far more than two electrons. The lesson that carries over is the balance between $\Delta P$, $\Delta d$ and $Q$, which assumed only charge conservation and a period $a$ that stays fixed during the change. If the cell is strained as it switches, the balance in this form does not hold in general.

Consider a film 10 nm thick with a relative permittivity of 30, driven at 3 MV/cm; these are rough typical values. Of the effects sized here, grain orientation changes the switched charge most. If each grain has one fixed polar axis, the axes are random and every grain switches fully, the average of $|\cos\theta|$ over directions is $\int_0^1c\,dc=1/2$. The change of 41.02 then falls to 20.51 µC/cm². At peak field a linear dielectric response, with the permittivity taken as constant, adds 7.97 µC/cm², which returns when the field is removed. A leakage current of $10^{-3}$ A/cm² during 1 µs adds 0.001 µC/cm²; this grows in proportion to the pulse length and would be 1 µC/cm² for 1 ms.

The assumption of zero field depends on the electrodes. Let the polarization be half the switched value, $P=20.5$ µC/cm². In SI units, an isolated film with this $P$ held fixed and a linear dielectric response has $\varepsilon_0\varepsilon_rE+P=0$. This would require a field of 7.72 MV/cm opposing $P$, so the estimate shows that a uniform state with this $P$ cannot be taken for granted without electrodes; it does not predict the field in a real film. The value is also above a rough breakdown field of 4 MV/cm. With shorted electrodes whose imperfect screening acts like a vacuum gap of total width $\lambda$, the field $E_g$ in the gap obeys $\varepsilon_0\varepsilon_rE+P=\varepsilon_0E_g$ and $Eh+E_g\lambda=0$, where $h$ is the film thickness. Eliminating $E_g$ gives

$$E=-\frac{P\lambda}{\varepsilon_0(h+\varepsilon_r\lambda)}.$$

For $\lambda=0.2$ Å, an assumed value, this is 0.44 MV/cm in size. By proportion with the dielectric charge above, it lowers the charge per area on the electrodes by about $7.97\times0.44/3\approx1.2$ µC/cm².

The slow-motion condition is well met: if a cell switches in 1 ps, $\hbar$ divided by the product of gap and switching time is $1.2\times10^{-4}$. An electron's energy drop across the driven film is 3.00 eV, less than the model gap, so tunnelling from band to band within the film is excluded. Defects and injection from the electrodes are outside this estimate. The values used here are collected in the numerical output below.

## Numbers as computed

```
repeat length a: 5.00 angstrom
cell area: 25.00 angstrom^2
mobile electrons per cell: 2 
mean mobile density nbar: 0.0160 e/angstrom^3
sinusoid amplitude rho0: 0.0120 e/angstrom^3
cell-dipole amplitude: 0.009549 e/angstrom^2
cell dipole, boundary 0 a: -15.30 uC/cm2
cell dipole, boundary 0.125 a: -10.82 uC/cm2
cell dipole, boundary 0.25 a: 0.00 uC/cm2
cell dipole, boundary 0.375 a: 10.82 uC/cm2
cell dipole, boundary 0.5 a: 15.30 uC/cm2
pattern displacement at start: 0.80 angstrom
pattern displacement at end: -0.80 angstrom
true Delta P: 0.0256 e/angstrom^2
Delta P, negative carriers move: 41.02 uC/cm2
Delta P, positive carriers move: -41.02 uC/cm2
Delta P, both kinds move together: 0.00 uC/cm2
sinusoid Delta d, boundary 0 a: 0.00 uC/cm2
charge crossed, boundary 0 a: 41.02 uC/cm2
sinusoid Delta d, boundary 0.25 a: 25.84 uC/cm2
charge crossed, boundary 0.25 a: 15.18 uC/cm2
sinusoid Delta d, boundary 0.75 a: -25.84 uC/cm2
charge crossed, boundary 0.75 a: 66.85 uC/cm2
lump width (standard deviation): 0.15 angstrom
lumps Delta d, boundary in gap: 41.02 uC/cm2
lumps Delta d, boundary crossed: -87.16 uC/cm2
charge passed in one full period: 128.17 uC/cm2
band potential amplitude: 6.00 eV
band gap: 5.66 eV
band density harmonic 1 / mean: 1.281 
band density harmonic 2 / mean: 0.380 
band density at well / mean: 2.730 
band density at barrier / mean: 0.043 
band Delta d, boundary 0: -51.20 uC/cm2
band Delta d, boundary 0.5 a: 37.26 uC/cm2
finite-chain Delta P: 41.02 uC/cm2
local current test, largest error / mean: 7.4e-15 
film (rough): 10 nm, 3 MV/cm, relative permittivity 30
dielectric charge at peak field: 7.97 uC/cm2
leakage (rough): 1e-03 A/cm2 for 1e-06 s
leakage charge: 0.0010 uC/cm2
Delta P, random fixed grain axes: 20.51 uC/cm2
depolarizing field, no electrodes: 7.72 MV/cm
effective screening gap, both sides: 0.20 angstrom
depolarizing field, shorted electrodes: 0.44 MV/cm
breakdown field (rough): 4 MV/cm
applied / breakdown field: 0.75 
electron energy drop across film: 3.00 eV
temperature of use: 358 K
thermal factor exp(-gap/2kT): 1.5e-40 
assumed switching time of a cell: 1e-12 s
hbar/(gap*switching time): 1.2e-04
```
